# Energy window of trapezoidal-pulse charge pumping from non-steady-state emission: test program

```python
# Charge pumping with a trapezoidal gate pulse: test of the energy window
#   dE = -kT [ ln(c_n n_i t_e) + ln(c_p n_i t_h) + 2 gamma ]
# c_n, c_p : capture coefficients (cross-section times thermal velocity)
# t_e, t_h : emission intervals of electrons (falling edge), holes (rising edge)
# gamma    : Euler's constant; energies are measured from the intrinsic level.
# Independent road: the complete trap rate equation is integrated over a periodic
# cycle, with surface carrier densities from the Poisson equation.
# Units: cm, s, V, eV, C.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid

q = const.e
eps0 = const.epsilon_0 / 100.0            # F/cm
T = 300.0
kT = const.k * T / q                      # eV, also thermal voltage in V
gamma = np.euler_gamma

n_i, N_A, gap = 1e10, 1e17, 1.12
v_th, sigma_n, sigma_p = 1e7, 2e-15, 5e-16
c_n, c_p = sigma_n * v_th, sigma_p * v_th
t_ox, eps_ox, eps_s = 5e-7, 3.9 * eps0, 11.7 * eps0
V_FB, freq, area, D_it = -0.9, 5e4, 1e-5, 1e10
C_ox = eps_ox / t_ox

# Surface electrostatics: gate voltage as a function of surface potential
psi_grid = np.linspace(-0.35, 1.2, 20001)
u = psi_grid / kT
F2 = np.expm1(-u) + u + (n_i / N_A) ** 2 * (np.expm1(u) - u)
Q_s = np.sqrt(2 * eps_s * q * N_A * kT * np.maximum(F2, 0.0))
V_grid = V_FB + psi_grid + np.sign(psi_grid) * Q_s / C_ox
slope_grid = np.gradient(psi_grid, V_grid)
two_phi = 2 * kT * np.log(N_A / n_i)
V_T = V_FB + two_phi + np.sqrt(2 * eps_s * q * N_A * two_phi) / C_ox


def densities(V):
    psi = np.interp(V, V_grid, psi_grid)
    return n_i ** 2 / N_A * np.exp(psi / kT), N_A * np.exp(-psi / kT)


E = np.linspace(-gap / 2, gap / 2, 561)
e_n = c_n * n_i * np.exp(E / kT)
e_p = c_p * n_i * np.exp(-E / kT)
STEPS = 5000
fraction = (np.arange(STEPS) + 0.5) / STEPS


def pumped_fraction(V_low, V_high, t_r, t_f):
    """Net holes captured per trap and cycle in the periodic state."""
    flat = (1 / freq - t_r - t_f) / 2
    V = np.concatenate([V_low + (V_high - V_low) * fraction, [V_high],
                        V_high - (V_high - V_low) * fraction, [V_low]])
    dt = np.concatenate([np.full(STEPS, t_r / STEPS), [flat],
                         np.full(STEPS, t_f / STEPS), [flat]])
    n, p = densities(V)
    # two runs (initially empty, initially full) fix the periodic solution
    f = np.vstack([np.zeros_like(E), np.ones_like(E)])
    holes = np.zeros_like(f)
    for n_k, p_k, dt_k in zip(n, p, dt):
        rate = c_n * n_k + c_p * p_k + e_n + e_p
        f_inf = (c_n * n_k + e_p) / rate
        decay = np.exp(-rate * dt_k)
        f_time = f_inf * dt_k + (f - f_inf) * ((1 - decay) / rate)
        holes += c_p * p_k * f_time - e_p * (dt_k - f_time)
        f = f_inf + (f - f_inf) * decay
    f_start = f[0] / (1 - (f[1] - f[0]))
    return holes[0] + (holes[1] - holes[0]) * f_start


def emission_interval(V_start, V_end, duration):
    """Interval and its effective start and end voltages on one edge."""
    V = V_start + (V_end - V_start) * fraction
    dt = duration / STEPS
    n, p = densities(V)
    if V_end < V_start:                    # electrons are emitted
        recapture, opposite = c_n * n * dt, c_p * p * dt
    else:                                  # holes are emitted
        recapture, opposite = c_p * p * dt, c_n * n * dt
    future = np.cumsum(recapture[::-1])[::-1] - recapture / 2
    past = np.cumsum(opposite) - opposite / 2
    kept, survived = np.exp(-future), np.exp(-past)
    mid = int(np.argmax(kept * survived))
    begin = (mid - kept[:mid].sum()) / STEPS
    end = (mid + survived[mid:].sum()) / STEPS
    span = V_end - V_start
    return (kept * survived).sum() * dt, V_start + span * begin, V_start + span * end


# Shift between the smooth emission edge and the point rate * time = 1
shift = quad(lambda x: np.exp(-np.exp(x)), -30, 5, epsabs=1e-11, limit=300)[0] - 30
assert abs(shift + gamma) < 1e-8

print(f"kT = {kT*1e3:.3f} meV; gamma*kT = {gamma*kT*1e3:.2f} meV")
print(f"n_i = {n_i:.1e} cm^-3; N_A = {N_A:.1e} cm^-3; gap = {gap:.2f} eV")
print(f"sigma_n = {sigma_n:.1e} cm^2; sigma_p = {sigma_p:.1e} cm^2")
print(f"v_th = {v_th:.1e} cm/s; oxide thickness = {t_ox*1e7:.1f} nm")
print(f"relative permittivities: oxide {eps_ox/eps0:.1f}, body {eps_s/eps0:.1f}")
print(f"V_FB = {V_FB:.3f} V; V_T = {V_T:.3f} V; difference = {V_T-V_FB:.3f} V")
print(f"frequency = {freq/1e3:.0f} kHz; area = {area:.1e} cm^2")
print(f"D_it = {D_it:.1e} cm^-2 eV^-1")

cases = [("base", -2.5, 1.5, 0.5e-6, 1e-6),
         ("slow fall", -2.5, 1.5, 0.5e-6, 10e-6),
         ("slow rise", -2.5, 1.5, 5e-6, 1e-6),
         ("fast edges", -2.5, 1.5, 0.2e-6, 0.2e-6),
         ("small pulse", -2.0, 1.0, 0.5e-6, 1e-6)]
results = {}
for name, V_low, V_high, t_r, t_f in cases:
    profile = pumped_fraction(V_low, V_high, t_r, t_f)
    t_e, V_e_on, V_e_off = emission_interval(V_high, V_low, t_f)
    t_h, V_h_on, V_h_off = emission_interval(V_low, V_high, t_r)
    up = -kT * (np.log(c_n * n_i * t_e) + gamma)
    low = kT * (np.log(c_p * n_i * t_h) + gamma)
    half = len(E) // 2
    up_sim = trapezoid(profile[half:], E[half:])
    low_sim = -trapezoid(profile[:half + 1], E[:half + 1])
    ratio = (V_T - V_FB) / (V_high - V_low)
    usual = -kT * np.log(c_n * n_i * ratio * t_f * c_p * n_i * ratio * t_r)
    print(f"[{name}] V_low {V_low:.1f} V, V_high {V_high:.1f} V, "
          f"t_r {t_r*1e6:.1f} us, t_f {t_f*1e6:.1f} us")
    print(f"  t_e = {t_e*1e9:.1f} ns; t_h = {t_h*1e9:.1f} ns; usual estimates "
          f"{ratio*t_f*1e9:.1f} and {ratio*t_r*1e9:.1f} ns")
    print(f"  upper edge: formula {up*1e3:.2f}, rate equation {up_sim*1e3:.2f} meV")
    print(f"  lower edge: formula {low*1e3:.2f}, rate equation {low_sim*1e3:.2f} meV")
    print(f"  window: formula {(up-low)*1e3:.2f}, rate equation "
          f"{(up_sim-low_sim)*1e3:.2f}, usual {usual*1e3:.2f} meV")
    # neglected terms are of order kT * (transition time / interval)^2
    assert abs(up - up_sim) < 1e-3 and abs(low - low_sim) < 1e-3
    results[name] = (profile, t_e, t_h, up, low, up_sim, low_sim, usual,
                     V_e_on, V_e_off, V_h_on, V_h_off)

(profile, t_e, t_h, up, low, up_sim, low_sim, usual,
 V_e_on, V_e_off, V_h_on, V_h_off) = results["base"]

# Shape of the upper edge in the full solution
E_unit = -kT * np.log(c_n * n_i * t_e)
at_unit = np.interp(E_unit, E, profile)
upper = E > 0
E10, E90 = np.interp([0.1, 0.9], profile[upper][::-1], E[upper][::-1])
width = kT * np.log(np.log(10) / np.log(10 / 9))
assert abs(at_unit - np.exp(-1)) < 0.01
assert abs((E10 - E90) - width) < 2e-3
print(f"base: level with e_n*t_e = 1 at {E_unit*1e3:.2f} meV")
print(f"  pumped fraction there {at_unit:.4f}; exp(-1) = {np.exp(-1):.4f}")
print(f"  90-10% edge width: rate equation {(E10-E90)*1e3:.2f}, "
      f"formula {width*1e3:.2f} meV")

# Transition rule: capture coefficient * density * e-folding time = 1,
# moved by gamma e-folding times into the emission interval
ramp = 4.0 / 1e-6                          # V/s on the base falling edge
n_grid, p_grid = densities(V_grid)
tau_grid = kT / (slope_grid * ramp)
V_n = np.interp(0.0, np.log(c_n * n_grid * tau_grid), V_grid)
V_p = np.interp(0.0, -np.log(c_p * p_grid * tau_grid), V_grid)
tau_n, tau_p = np.interp([V_n, V_p], V_grid, tau_grid)
rule_on, rule_off = V_n - gamma * tau_n * ramp, V_p + gamma * tau_p * ramp
assert abs(rule_on - V_e_on) < 3e-3
assert abs(rule_off - V_e_off) < 1e-2      # density less exponential near V_FB
print(f"base fall: emission starts at {V_e_on:.3f} V (rule {rule_on:.3f} V), "
      f"ends at {V_e_off:.3f} V (rule {rule_off:.3f} V)")
print(f"  e-folding times: electrons {tau_n*1e9:.2f} ns, holes {tau_p*1e9:.2f} ns")
print(f"base rise: emission starts at {V_h_on:.3f} V, ends at {V_h_off:.3f} V")

# Each edge time moves mainly its own boundary
d_up = results["slow fall"][5] - up_sim
d_low_f = results["slow fall"][6] - low_sim
d_low = results["slow rise"][6] - low_sim
d_up_r = results["slow rise"][5] - up_sim
assert abs(d_low_f) < 1e-3 and abs(d_up_r) < 1e-3
assert d_up < -0.05 and d_low > 0.05
print(f"tenfold t_f: upper edge moves {d_up*1e3:.2f}, lower {d_low_f*1e3:.2f} meV")
print(f"tenfold t_r: lower edge moves {d_low*1e3:.2f}, upper {d_up_r*1e3:.2f} meV")
print(f"  kT ln 10 = {kT*np.log(10)*1e3:.2f} meV")

# No pumping when one pulse level stays in depletion
V_high_dep, V_low_dep = V_FB + 0.5, V_FB + 0.6
no_inv = trapezoid(pumped_fraction(-2.5, V_high_dep, 0.5e-6, 1e-6), E)
no_acc = trapezoid(pumped_fraction(V_low_dep, 1.5, 0.5e-6, 1e-6), E)
window = up_sim - low_sim
assert abs(no_inv) < 0.01 * window and abs(no_acc) < 0.01 * window
print(f"V_high only {V_high_dep:.1f} V: window {no_inv*1e3:.4f} meV")
print(f"V_low only {V_low_dep:.1f} V: window {no_acc*1e3:.4f} meV")

current = q * freq * area * D_it * (up - low)
current_sim = q * freq * area * D_it * window
D_usual = current_sim / (q * freq * area * usual)
print(f"base current: formula {current*1e12:.2f} pA, "
      f"rate equation {current_sim*1e12:.2f} pA")
print(f"D_it inferred with the usual window = {D_usual:.3e} cm^-2 eV^-1 "
      f"({(D_usual/D_it-1)*100:.1f} %)")
print("all good")
```

Output:

```
kT = 25.852 meV; gamma*kT = 14.92 meV
n_i = 1.0e+10 cm^-3; N_A = 1.0e+17 cm^-3; gap = 1.12 eV
sigma_n = 2.0e-15 cm^2; sigma_p = 5.0e-16 cm^2
v_th = 1.0e+07 cm/s; oxide thickness = 5.0 nm
relative permittivities: oxide 3.9, body 11.7
V_FB = -0.900 V; V_T = 0.174 V; difference = 1.074 V
frequency = 50 kHz; area = 1.0e-05 cm^2
D_it = 1.0e+10 cm^-2 eV^-1
[base] V_low -2.5 V, V_high 1.5 V, t_r 0.5 us, t_f 1.0 us
  t_e = 217.5 ns; t_h = 114.9 ns; usual estimates 268.6 and 134.3 ns
  upper edge: formula 244.71, rate equation 244.78 meV
  lower edge: formula -297.03, rate equation -297.10 meV
  window: formula 541.74, rate equation 541.88, usual 562.11 meV
[slow fall] V_low -2.5 V, V_high 1.5 V, t_r 0.5 us, t_f 10.0 us
  t_e = 1782.1 ns; t_h = 114.9 ns; usual estimates 2685.5 and 134.3 ns
  upper edge: formula 190.33, rate equation 190.43 meV
  lower edge: formula -297.03, rate equation -297.09 meV
  window: formula 487.36, rate equation 487.52, usual 502.58 meV
[slow rise] V_low -2.5 V, V_high 1.5 V, t_r 5.0 us, t_f 1.0 us
  t_e = 217.5 ns; t_h = 949.0 ns; usual estimates 268.6 and 1342.8 ns
  upper edge: formula 244.71, rate equation 244.78 meV
  lower edge: formula -242.46, rate equation -242.54 meV
  window: formula 487.16, rate equation 487.32, usual 502.58 meV
[fast edges] V_low -2.5 V, V_high 1.5 V, t_r 0.2 us, t_f 0.2 us
  t_e = 49.4 ns; t_h = 49.4 ns; usual estimates 53.7 and 53.7 ns
  upper edge: formula 283.03, rate equation 283.09 meV
  lower edge: formula -318.86, rate equation -318.93 meV
  window: formula 601.89, rate equation 602.02, usual 627.40 meV
[small pulse] V_low -2.0 V, V_high 1.0 V, t_r 0.5 us, t_f 1.0 us
  t_e = 283.2 ns; t_h = 149.8 ns; usual estimates 358.1 and 179.0 ns
  upper edge: formula 237.88, rate equation 237.95 meV
  lower edge: formula -290.18, rate equation -290.25 meV
  window: formula 528.06, rate equation 528.20, usual 547.23 meV
base: level with e_n*t_e = 1 at 259.63 meV
  pumped fraction there 0.3689; exp(-1) = 0.3679
  90-10% edge width: rate equation 79.93, formula 79.74 meV
base fall: emission starts at 0.073 V (rule 0.073 V), ends at -0.797 V (rule -0.790 V)
  e-folding times: electrons 7.52 ns, holes 11.06 ns
base rise: emission starts at -0.826 V, ends at 0.094 V
tenfold t_f: upper edge moves -54.35, lower 0.01 meV
tenfold t_r: lower edge moves 54.55, upper -0.00 meV
  kT ln 10 = 59.53 meV
V_high only -0.4 V: window 0.0528 meV
V_low only -0.3 V: window 0.0974 meV
base current: formula 433.98 pA, rate equation 434.09 pA
D_it inferred with the usual window = 9.640e+09 cm^-2 eV^-1 (-3.6 %)
all good
```
